# Ginzburg–Landau Profile and Energy of an Uncharged 180° Ferroelectric Wall

A uniaxial ferroelectric crystal that has been partly switched contains regions polarized up and regions polarized down along the same axis. Between two such regions the polarization must reverse. An abrupt reversal costs energy because neighbouring cells disagree, while a gradual one costs energy because many cells are held away from their preferred polarization. The compromise fixes the thickness of the domain wall and its energy per area, two quantities that a phase-field or switching calculation must reproduce.

## Geometry and free energy

Let \(z\) be the polar axis and let the wall be flat with normal \(x\). The polarization is \(\mathbf P=(0,0,P(x))\), so it lies parallel to the wall plane. The bound charge density is

\[
\rho_b=-\nabla\cdot\mathbf P=-\frac{\partial P}{\partial z}=0 ,
\]

because \(P\) depends on \(x\) alone. The wall itself therefore creates no depolarizing field. The faces where the polar axis leaves the crystal do carry charge; they are assumed to be compensated, for example by electrodes. No external field is applied.

SI units are used. In mean-field theory near a continuous transition, the free-energy density is

\[
f=-\frac A2P^2+\frac b4P^4+\frac g2\left(\frac{dP}{dx}\right)^2,\qquad A,b,g>0 .
\]

The first two terms form a double well and the third penalizes spatial variation. The other polarization components are assumed to stay zero, and the lattice is treated as a continuum.

In a uniform domain the derivative of the local part vanishes, \(-AP+bP^3=0\). The root \(P=0\) is a maximum; the minima are \(P=\pm P_0\) with

\[
P_0=\sqrt{A/b}.
\]

Their energy density is \(-AP_0^2/2+bP_0^4/4=-bP_0^4/4\), where \(A=bP_0^2\) was used. Measured from this level, the local density is

\[
\Delta f=-\frac{bP_0^2}{2}P^2+\frac b4P^4+\frac b4P_0^4
=\frac b4\left(P_0^2-P^2\right)^2 .
\]

The coefficient \(A\) follows from a dielectric measurement. A field \(E\) along \(z\) adds \(-EP\) to \(f\), so equilibrium requires \(E=-AP+bP^3\). Differentiating at \(P_0\) gives \(dE/dP=-A+3bP_0^2=2A\). With the susceptibility defined by \(dP/dE=\varepsilon_0\chi\),

\[
A=\frac1{2\varepsilon_0\chi}.
\]

Here \(\chi\) is the contribution of the switching polarization only. The remaining response is contained in a background permittivity \(\varepsilon_b\).

## Profile

The excess energy per area is

\[
F[P]=\int_{-\infty}^{\infty}\left[\frac g2P'^2+\Delta f(P)\right]dx,\qquad P(\pm\infty)=\pm P_0 .
\]

Replace \(P\) by \(P+\eta\), with \(\eta\) vanishing at both ends. To first order the change is \(\int(gP'\eta'+\Delta f'(P)\,\eta)\,dx\). Integrating the first term by parts leaves \(\int(-gP''+\Delta f'(P))\,\eta\,dx\), which must vanish for every \(\eta\). Hence

\[
gP''=-AP+bP^3 .
\]

Multiply by \(P'\). The left side is the derivative of \(gP'^2/2\) and the right side is the derivative of \(\Delta f\), so their difference is constant. Far from the wall both terms vanish, which makes the constant zero:

\[
\frac g2P'^2=\Delta f(P)=\frac b4(P_0^2-P^2)^2 .
\]

The gradient and local energy densities are thus equal at every point of the wall.

If \(P\) reached \(\pm P_0\) at a finite position, \(P'\) would vanish there too. The second-order equation with those starting values has the uniform domain as its unique solution, so a wall cannot do this. It stays within \(|P|<P_0\), and its slope keeps one sign. For a wall running from \(-P_0\) to \(+P_0\) the positive root applies:

\[
\frac{dP}{dx}=\sqrt{\frac b{2g}}\,(P_0^2-P^2).
\]

Separate the variables and use

\[
\frac1{P_0^2-P^2}=\frac1{2P_0}\left(\frac1{P_0-P}+\frac1{P_0+P}\right).
\]

Integration from the wall centre \(x_0\), where \(P=0\), gives

\[
\frac1{2P_0}\ln\frac{P_0+P}{P_0-P}=\sqrt{\frac b{2g}}\,(x-x_0).
\]

The logarithm equals \(2\,\mathrm{artanh}(P/P_0)\). Therefore

\[
P(x)=P_0\tanh\frac{x-x_0}{\delta},\qquad
\delta=\frac1{P_0}\sqrt{\frac{2g}{b}}=\sqrt{\frac{2g}{A}} .
\]

The opposite wall has the opposite sign. The free constant \(x_0\) says that the continuum wall can sit anywhere at the same energy.

The word "width" needs a definition. The tangent at the centre has slope \(P_0/\delta\) and runs from \(-P_0\) to \(P_0\) over a distance \(2\delta\). The distance between the points at \(-90\%\) and \(+90\%\) of \(P_0\) is \(2\,\mathrm{artanh}(0.9)\,\delta\approx2.94\,\delta\). On the far positive side, \(P_0-P\approx2P_0e^{-2(x-x_0)/\delta}\), so the tail decays over \(\delta/2\). At a distance \(5\delta\) from the centre the relative deviation from the domain value is about \(10^{-4}\), which guides the choice of simulation box.

## Energy and proof of minimality

Since the two energy densities are equal, their sum is \(gP'^2\). With \(u=(x-x_0)/\delta\) and \(P'=(P_0/\delta)\,\mathrm{sech}^2u\),

\[
\sigma=\int gP'^2dx=\frac{gP_0^2}{\delta}\int_{-\infty}^{\infty}\mathrm{sech}^4u\,du .
\]

Put \(t=\tanh u\), so that \(dt=\mathrm{sech}^2u\,du\) and \(\mathrm{sech}^2u=1-t^2\). The integral becomes \(\int_{-1}^{1}(1-t^2)\,dt=4/3\), and

\[
\sigma=\frac{4gP_0^2}{3\delta}=\frac{2\sqrt2}{3}\,\frac{\sqrt g\,A^{3/2}}b .
\]

Substituting \(g=A\delta^2/2\) and \(A=1/(2\varepsilon_0\chi)\) gives a form suited to calibration:

\[
\sigma=\frac23AP_0^2\delta=\frac{P_0^2\,\delta}{3\varepsilon_0\chi}.
\]

Once \(P_0\) and \(\chi\) are fixed, \(\delta\) and \(\sigma\) cannot be fitted independently within this model. Either one determines \(g\).

A stationary profile need not be a minimum. Here minimality follows by completing a square:

\[
\frac g2P'^2+\frac b4(P_0^2-P^2)^2
=\left[\sqrt{\frac g2}P'-\sqrt{\frac b4}(P_0^2-P^2)\right]^2
+\sqrt{\frac{gb}2}\,(P_0^2-P^2)P' .
\]

The last term is a total derivative. Its integral depends on the end values alone:

\[
\sqrt{\frac{gb}2}\left[P_0^2P-\frac{P^3}3\right]_{-P_0}^{P_0}
=\frac43\sqrt{\frac{gb}2}\,P_0^3=\sigma ,
\]

where the last equality uses \(P_0^3=(A/b)^{3/2}\). Every profile with the required limits and finite energy therefore satisfies

\[
F[P]=\sigma+\int\left[\sqrt{\frac g2}P'-\sqrt{\frac b4}(P_0^2-P^2)\right]^2dx\ \ge\ \sigma .
\]

Equality requires the first-order equation solved above, hence the tanh wall at some \(x_0\). The argument also covers profiles that overshoot \(P_0\).

The cost of a wrong width can be found by inserting \(P_0\tanh(x/w)\). The gradient energy is \(2gP_0^2/(3w)\) and the local energy is \(AP_0^2w/3\). In units of \(\sigma\) their sum is

\[
\frac{F(w)}\sigma=\frac12\left(\frac\delta w+\frac w\delta\right).
\]

A width 20% too large raises the energy by only 1.7%. An energy that looks converged in a simulation is therefore weak evidence that the width has converged.

For another symmetric double well, such as one with a \(P^6\) term, the first integral still gives \(P'=\sqrt{2\Delta f/g}\). Provided that \(\Delta f>0\) between the two domain values,

\[
\sigma=\int_{-P_0}^{P_0}\sqrt{2g\,\Delta f(P)}\,dP ,
\]

but the profile is in general no longer a tanh.

## Worked example

The parameters are rough values in the regime of lithium tantalate near room temperature: \(P_0=50\ \mu\mathrm{C/cm^2}=0.50\ \mathrm{C/m^2}\), \(\chi=40\) and \(g=1.0\times10^{-10}\ \mathrm{J\,m^3/C^2}\). Then

\[
A=\frac1{2(8.854\times10^{-12})(40)}=1.412\times10^9\ \mathrm{J\,m/C^2},
\]

\[
b=\frac{A}{P_0^2}=\frac{1.412\times10^9}{0.25}=5.647\times10^9\ \mathrm{J\,m^5/C^4},
\]

\[
\delta=\sqrt{\frac{2.0\times10^{-10}}{1.412\times10^9}}\ \mathrm m=0.376\ \mathrm{nm},
\]

\[
\sigma=\frac{4(1.0\times10^{-10})(0.25)}{3(0.3764\times10^{-9})}\ \mathrm{J/m^2}
=88.6\ \mathrm{mJ/m^2}=0.553\ \mathrm{eV/nm^2}.
\]

The tangent width is 0.75 nm and the 90% width is 1.11 nm.

The stationarity equation was also solved numerically by Newton steps on planes 0.004 nm apart, starting from an algebraic profile instead of a tanh. The result differs from the tanh by at most \(6.4\times10^{-6}P_0\), and its gradient and local energies are both 44.28 mJ/m². The tests required \(\delta\) and \(\sigma\) to agree with the formulas within 0.02% for this set, for \(A\) reduced by the factor 5/6, and for \(b\) doubled with \(g\) tripled.

Two trial profiles test the square identity. With \(s=x/(0.5\ \mathrm{nm})\), the profile \(P_0\,\mathrm{erf}(s)\) costs 0.85% more than \(\sigma\). The profile \(P_0(\tanh s+se^{-s^2})\), which rises to \(1.13P_0\), costs 30% more. In both cases the excess equals the integral of the square.

## Where depolarization cannot be neglected

Suppose that the polar axis points along the wall normal, so that the domains meet head to head, and that no free charge is present. The displacement \(D=\varepsilon_0\varepsilon_bE+P\) is then independent of \(x\). For an odd profile \(P(-x)=-P(x)\) and symmetric boundary conditions, such as short-circuited faces, the field is odd as well, so \(D\) is both odd and constant and must be zero. This gives

\[
E=-\frac P{\varepsilon_0\varepsilon_b}.
\]

The equilibrium condition \(E=-AP+bP^3-gP''\) becomes

\[
gP''=\kappa P+bP^3,\qquad \kappa=\frac1{\varepsilon_0\varepsilon_b}-A .
\]

Multiply by \(P\) and integrate over a slab whose ends are free, \(P'=0\). After integration by parts,

\[
-g\int P'^2dx=\int(\kappa P^2+bP^4)\,dx .
\]

If \(\kappa>0\), the left side cannot be positive and the right side cannot be negative. Both vanish, so \(P=0\) everywhere. With \(\varepsilon_b=5\), the ratio \(1/(\varepsilon_0\varepsilon_bA)\) is 16 and \(\kappa=15A\). Numerical relaxation from the same starting profile as before, with the same \(g\), indeed ends at zero polarization. An unscreened polarization \(P_0\) would create an opposing field of about 113 MV/cm. Whenever \(\kappa>0\), that is \(2\chi>\varepsilon_b\), a head-to-head wall thus needs compensating free charge in this model, and the tanh formulas do not describe it.

A small tilt is less drastic. If the wall normal turns by \(\theta\) towards the polar axis, the normal polarization jumps by \(2P_0\sin\theta\). An infinite uncompensated wall sends half of the resulting flux to each side, so

\[
E=\frac{P_0\sin\theta}{\varepsilon_0\varepsilon_n},
\]

where \(\varepsilon_n\) is the permittivity along the wall normal. For \(\theta=1^\circ\) and \(\varepsilon_n=50\) this is 0.197 MV/cm. The field is nearly perpendicular to the polar axis. Its component along the axis, \(E\sin\theta\approx3.4\) kV/cm, is far below the intrinsic coercive field of the model, \(2AP_0/(3\sqrt3)\approx2.7\) MV/cm, although nearly stoichiometric crystals can switch at fields of only a few kV/cm. The energy of the field is not negligible. The density \(\varepsilon_0\varepsilon_nE^2/2\) is about \(8.6\times10^4\ \mathrm{J/m^3}\). A field region of total thickness

\[
\frac{0.0886\ \mathrm{J/m^2}}{8.6\times10^4\ \mathrm{J/m^3}}\approx1\ \mu\mathrm m
\]

already stores as much energy as the wall. For long tilted walls the electrostatic problem must be solved together with the polarization.

## Lattice, strain and temperature

**Discreteness.** The calculated \(\delta\) is smaller than a lattice cell, so the continuum assumption is strained. Assign one polarization value to each plane, with spacing \(d=0.5\) nm, and use

\[
F_d=\sum_i\left[d\,\Delta f(P_i)+\frac{g}{2d}(P_{i+1}-P_i)^2\right].
\]

At the same \(A,b,g\), a wall centred on a plane has energy 87.9 mJ/m², and one centred between planes has 75.8 mJ/m². The second position is favoured and lies 14% below the continuum value. The difference, 12.2 mJ/m², is a barrier to rigid advance of the wall that the continuum theory lacks. It depends strongly on the assumed spacing: halving \(d\) at the same \(A,b,g\) lowers the barrier by about two orders of magnitude.

The same sum arises when the continuum equation is put on a numerical grid of spacing \(d\). A grid comparable to or coarser than \(\delta\) can therefore pin the wall artificially. If the lattice barrier is wanted, \(d\) should be the physical plane spacing; if the continuum limit is wanted, \(d\) must be reduced until the energy depends neither on the wall position nor on \(d\) itself.

**Elastic clamping.** Let \(A\) and \(b\) refer to a stress-free crystal whose natural strain along \(z\) is \(s_0P^2/P_0^2\). In a flat wall between large domains, continuity of the displacement holds the actual strain along \(z\) at \(s_0\). The mismatch is \(s_0(1-P^2/P_0^2)\), with energy density

\[
\frac M2s_0^2\left(1-\frac{P^2}{P_0^2}\right)^2
=\frac{Ms_0^2}{2P_0^4}(P_0^2-P^2)^2 .
\]

For an isotropic solid with no mismatch along \(y\) and no stress along \(x\), \(M=Y/(1-\nu^2)\), where \(Y\) is Young's modulus and \(\nu\) is Poisson's ratio. The term has the form of \(\Delta f\), so the wall remains a tanh with

\[
b\to b'=b+\frac{2Ms_0^2}{P_0^4}
\]

at fixed \(P_0\) and \(g\). Since \(\delta=\sqrt{2g/b'}/P_0\), the width scales as \(b'^{-1/2}\) and the energy as \(b'^{1/2}\). The assumed scales \(M=250\) GPa and \(s_0=0.01\) give \(b'/b=1.14\). The energy rises by 6.8% and the width falls by 6.4%.

**Heating.** In mean-field theory \(A\propto T_c-T\), while \(b\) and \(g\) are held fixed. Then

\[
P_0\propto(T_c-T)^{1/2},\quad \delta\propto(T_c-T)^{-1/2},\quad \sigma\propto(T_c-T)^{3/2}.
\]

With \(T_c=900\) K, this law multiplies \(A\) by 5/6 on heating from 300 to 400 K. In the model the width then grows by 9.5% and the energy falls by 24%. These temperatures lie far below \(T_c\), where higher powers of \(P\) and changes of \(b\) and \(g\) with temperature can matter. The percentages therefore illustrate the scaling and are not predictions for lithium tantalate. As \(T_c\) is approached the wall broadens and the continuum assumption improves, but critical fluctuations may then invalidate mean-field theory.

**Thermal wandering.** Let the wall be displaced by a slowly varying \(u(y,z)\), so that the polarization is \(P(x-u)\). If \(g\) is the same in all directions, the added gradient energy per area is

\[
\frac12|\nabla u|^2\int gP'^2dx=\frac\sigma2|\nabla u|^2 .
\]

For a periodic square of side \(L\), equipartition gives each Fourier amplitude the mean square \(k_BT/(\sigma L^2q^2)\). Summing over the nonzero modes with \(L=100\) nm, a grid of 0.5 nm and \(T=300\) K yields an rms displacement of 0.195 nm, about half of \(\delta\). The mean square grows logarithmically with \(L\) and varies as \(1/\sigma\), so this number belongs to the chosen size and to the continuum energy. For these it overestimates the wandering, because only the gradient energy restores the wall. Bending along \(z\) also creates bound charge, and for the longest waves in that direction its electrostatic energy is more than a hundred times the gradient term. Lattice pinning adds a further restoring force. The actual wandering is therefore considerably smaller, and it broadens an area-averaged image of the wall only weakly.

## Comparison with lithium tantalate

The polarization, permittivity and transition temperature used here are of the right size for lithium tantalate. The gradient coefficient, the modulus and the strain are assumed scales, so the calculated width and energy are model estimates and not measured properties. Since \(\delta\) and \(\sigma\) both vary as \(\sqrt g\), doubling \(g\) at fixed \(A\) and \(b\) raises each by 41%, more than any of the percentage corrections above. With the parameters assumed here, the continuum assumption is clearly strained even for a flat, uncharged wall: the lattice sum with the assumed spacing of 0.5 nm lowers the energy by 14% and introduces pinning. Both effects are much weaker if the physical planes are closer together. Real crystals also contain point defects, which can pin or broaden walls and are not included.

For implementation, \(P_0\) and \(\chi\) set \(A\) and \(b\), and a wall width or energy from an atomistic calculation then sets \(g\). This rule relies on the quartic double well, and a flat wall is elastically clamped, so \(b'\) should be used in place of the stress-free \(b\). Otherwise the width and the energy give values of \(g\) that differ by the factor \((b'/b)^2\), which is 1.30 for the scales assumed above. If both width and energy are known, they should give the same \(g\); a clear disagreement means that the shape of the well or another assumption, such as the continuum limit, has to be revised. If the atomistic wall is only a few planes thick, \(g\) should be fitted with the lattice sum at the physical spacing. The numerical output below lists the values used here.

## Table of computed values

```
INPUTS (rough, lithium tantalate regime)
domain polarization P0          50.0 uC/cm2
soft susceptibility chi         40
background permittivity         5
permittivity along normal       50
gradient coefficient g          1.00e-10 J m3/C2
temperatures use, hot, Tc       300, 400, 900 K
COEFFICIENTS
A = 1/(2 eps0 chi)              1.4118e+09 J m/C2
b = A/P0^2                      5.6470e+09 J m5/C4
chi from small-field response   40.0000
barrier density A^2/(4b)        88.24 MJ/m3
WALL
delta, formula                  0.3764 nm
delta, relaxed profile          0.3764 nm
tangent width 2 delta           0.7528 nm
-90% to +90% width, relaxed     1.1083 nm
largest |P - tanh|/P0           6.4e-06
sigma, formula                  88.561 mJ/m2
sigma, formula                  0.5528 eV/nm2
sigma, relaxed profile          88.561 mJ/m2
local part, relaxed             44.280 mJ/m2
gradient part, relaxed          44.281 mJ/m2
TRIAL PROFILES (length 0.5 nm)
erf profile, extra energy       0.85 %
overshooting profile, extra     29.91 %
its largest P/P0                1.131
NEGLECTED EFFECTS
head-to-head: 1/(eps0 eps_b)/A  16.00
head-to-head: P0/(eps0 eps_b)   112.9 MV/cm
head-to-head: relaxed max|P|/P0 3.9e-26
field at 1 degree wall tilt     0.197 MV/cm
lattice plane spacing           0.50 nm
lattice sigma, on a plane       87.926 mJ/m2
lattice sigma, between planes   75.766 mJ/m2
lattice barrier                 12.160 mJ/m2
lattice barrier / sigma         13.73 %
clamping: modulus, strain       250 GPa, 0.010
clamping: b ratio               1.1417
clamping: change of sigma       +6.85 %
clamping: change of delta       -6.41 %
heating to 400 K: delta         +9.54 %
heating to 400 K: sigma         -23.93 %
wall side for wandering         100 nm
rms thermal wandering, 300 K    0.195 nm
```
